# How current divides between a heavy metal and a thin magnet: test program

```python
"""Current sharing in a metal bilayer with the current in the film plane.

Result under test: the share of current in film 1 is
    f1 = (t1/rho1) / (t1/rho1 + t2/rho2),
which is 5/7 = 71 percent for 5 nm of 200 microohm cm (heavy metal)
beside 1 nm of 100 microohm cm (magnet).
t = thickness (nm), rho = resistivity (microohm cm).
The independent road is a grid solution of current conservation in which
all current enters and leaves through the end faces of film 1 only.
"""
import numpy as np
from scipy.constants import e, hbar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def share_formula(t1, rho1, t2, rho2):
    return (t1 / rho1) / (t1 / rho1 + t2 / rho2)


def grid_solution(t1, rho1, t2, rho2, r_interface=0.0, length=60.0, h=0.25):
    """Return share of film 1 at each vertical cut, cut positions (nm),
    and mid-wire ratio of mean current densities (film 2 / film 1).
    r_interface is an area resistance in microohm cm nm."""
    n1, n2, nx = round(t1 / h), round(t2 / h), round(length / h)
    nz = n1 + n2
    rho = np.array([rho1] * n1 + [rho2] * n2, dtype=float)
    cell = np.arange(nz * nx).reshape(nz, nx)
    # conductances between neighbouring square cells, per unit width
    g_along = np.repeat(1.0 / rho[:, None], nx - 1, axis=1)
    area_res = 0.5 * h * (rho[:-1] + rho[1:])
    area_res[n1 - 1] += r_interface
    g_across = np.repeat((h / area_res)[:, None], nx, axis=1)
    a = np.concatenate([cell[:, :-1].ravel(), cell[:-1].ravel()])
    b = np.concatenate([cell[:, 1:].ravel(), cell[1:].ravel()])
    g = np.concatenate([g_along.ravel(), g_across.ravel()])
    rows = np.concatenate([a, b, a, b])
    cols = np.concatenate([a, b, b, a])
    vals = np.concatenate([g, g, -g, -g])
    matrix = coo_matrix((vals, (rows, cols)), shape=(nz * nx, nz * nx)).tocsc()
    source = np.zeros(nz * nx)
    source[cell[:n1, 0]] += 1.0 / n1
    source[cell[:n1, -1]] -= 1.0 / n1
    potential = np.zeros(nz * nx)          # last cell is grounded
    potential[:-1] = spsolve(matrix[:-1, :-1], source[:-1])
    v = potential.reshape(nz, nx)
    current = g_along * (v[:, :-1] - v[:, 1:])
    total = current.sum(axis=0)
    assert np.allclose(total, 1.0, atol=1e-7)   # same current at every cut
    share = current[:n1].sum(axis=0) / total
    mid = (nx - 1) // 2
    ratio = current[n1:, mid].mean() / current[:n1, mid].mean()
    return share, h * np.arange(1, nx), ratio


def settling_distance(share, position, final, band=0.01):
    """Distance from the contact beyond which the share stays in the band."""
    half = len(share) // 2
    outside = np.where(np.abs(share[:half] - final) > band)[0]
    return position[outside[-1] + 1]


nodes, weights = np.polynomial.legendre.leggauss(300)
MU, W = 0.5 * (nodes + 1), 0.5 * weights


def boltzmann_conductances(t1, rho1, t2, rho2, rho_mfp, transparency):
    """Sheet conductances of both films with diffuse outer surfaces.
    rho_mfp = resistivity times mean free path (microohm cm nm).
    transparency 1: electrons cross the interface freely; 0: diffuse."""
    def cross(t, mfp, incoming):
        decay = np.exp(-t / (mfp * MU))
        integral = mfp * t + (incoming - mfp) * mfp * MU * (1 - decay)
        return integral, mfp + (incoming - mfp) * decay
    l1, l2 = rho_mfp / rho1, rho_mfp / rho2
    up1, out1 = cross(t1, l1, 0.0)
    up2, _ = cross(t2, l2, transparency * out1)
    down2, out2 = cross(t2, l2, 0.0)
    down1, _ = cross(t1, l1, transparency * out2)
    angular = 0.75 * W * (1 - MU**2) / rho_mfp
    return np.sum(angular * (up1 + down1)), np.sum(angular * (up2 + down2))


# ---- inputs ----
t_hm, rho_hm, t_fm, rho_fm = 5.0, 200.0, 1.0, 100.0
width, length, current_mA = 200.0, 400.0, 0.5        # nm, nm, mA
f = share_formula(t_hm, rho_hm, t_fm, rho_fm)

# ---- grid tests of the sharing rule and of the density ratio ----
r_int_SI = 1e-15                                     # ohm m^2, assumed
r_int = r_int_SI / (1e-8 * 1e-9)                     # microohm cm nm
grid_share = {}
for t1 in (5.0, 2.0, 1.0):
    for r in (0.0, r_int):
        s, x, ratio = grid_solution(t1, rho_hm, t_fm, rho_fm, r)
        middle = s[len(s) // 2]
        assert abs(middle - share_formula(t1, rho_hm, t_fm, rho_fm)) < 1e-4
        assert abs(ratio - rho_hm / rho_fm) < 2e-3
        grid_share[t1, r] = (middle, s, x, ratio)
assert round(100 * grid_share[5.0, 0.0][0]) == 71
t_even = t_fm * rho_hm / rho_fm
assert abs(grid_share[t_even, 0.0][0] - 0.5) < 1e-4
settle0 = settling_distance(*grid_share[5.0, 0.0][1:3], f)
settle1 = settling_distance(*grid_share[5.0, r_int][1:3], f)
assert max(settle0, settle1) < 0.05 * length

# ---- device numbers ----
R_hm, R_fm = 10 * rho_hm / t_hm, 10 * rho_fm / t_fm  # ohm per square
R_sheet = 1 / (1 / R_hm + 1 / R_fm)
R_wire = R_sheet * length / width
I_hm, I_fm = f * current_mA, (1 - f) * current_mA
to_MA_cm2 = 1e-3 / 1e-14 / 1e6                       # mA/nm^2 to MA/cm^2
J_hm = I_hm / (width * t_hm) * to_MA_cm2
J_fm = I_fm / (width * t_fm) * to_MA_cm2
J_naive = current_mA / (width * t_hm) * to_MA_cm2
voltage = current_mA * 1e-3 * R_wire
power = voltage * current_mA * 1e-3                  # W
# the voltage must drive the same densities through each film by itself
field = voltage / (length * 1e-7)                    # V/cm
assert abs(field / (rho_hm * 1e-6) / 1e6 - J_hm) < 1e-9 * J_hm
assert abs(field / (rho_fm * 1e-6) / 1e6 - J_fm) < 1e-9 * J_fm

# ---- neglected effects ----
density = 5e28                                       # electrons per m^3
rho_mfp_SI = hbar * (3 * np.pi**2)**(1 / 3) / (e**2 * density**(2 / 3))
rho_mfp = rho_mfp_SI / (1e-8 * 1e-9)
films = (t_hm, rho_hm, t_fm, rho_fm)
# short mean free path must bring back the local sharing rule
g1, g2 = boltzmann_conductances(*films, rho_mfp * 1e-4, 1.0)
assert abs(g1 / (g1 + g2) - f) < 1e-4
# equal films with a free interface act as one film; known thick-film law
g1, g2 = boltzmann_conductances(5.0, 100.0, 1.0, 100.0, 30.0, 1.0)
assert abs((g1 + g2) / (6.0 / 100.0) - (1 - 3 * 0.3 / (8 * 6.0))) < 1e-6
g1, g2 = boltzmann_conductances(*films, rho_mfp, 1.0)
f_free = g1 / (g1 + g2)
g1, g2 = boltzmann_conductances(*films, rho_mfp, 0.0)
f_diffuse = g1 / (g1 + g2)
f_low = share_formula(t_hm, 1.2 * rho_hm, t_fm, rho_fm)
f_high = share_formula(t_hm, 0.8 * rho_hm, t_fm, rho_fm)
oxide_nm, oxide_k, tcr_difference = 100.0, 1.4, 5e-4
rise = power / (width * length * 1e-18) * oxide_nm * 1e-9 / oxide_k
f_hot = share_formula(t_hm, rho_hm, t_fm, rho_fm * (1 + tcr_difference * rise))
f_mr = share_formula(t_hm, rho_hm, t_fm, 1.01 * rho_fm)
assert min(f_free, f_diffuse, f_low, f_high, f_hot, f_mr) > 0.5

# ---- output ----
print(f"Heavy metal: {t_hm:.0f} nm, {rho_hm:.0f} microohm cm")
print(f"Magnet: {t_fm:.0f} nm, {rho_fm:.0f} microohm cm")
print(f"Wire: width {width:.0f} nm, length {length:.0f} nm")
print(f"Total current: {current_mA:.2f} mA")
print(f"t/rho, heavy metal: {t_hm/rho_hm:.3f} nm/(microohm cm)")
print(f"t/rho, magnet: {t_fm/rho_fm:.3f} nm/(microohm cm)")
print(f"Share of heavy metal, formula: {100*f:.2f} percent")
print(f"Share of heavy metal, grid: {100*grid_share[5.0, 0.0][0]:.2f} percent")
print(f"Share of magnet: {100*(1-f):.2f} percent")
print(f"Thickness share of heavy metal: {100*t_hm/(t_hm+t_fm):.1f} percent")
print(f"Grid share at 1 nm heavy metal: {100*grid_share[1.0, 0.0][0]:.2f} percent")
print(f"Break-even heavy-metal thickness: {t_even:.1f} nm")
print(f"Grid share at 2 nm heavy metal: {100*grid_share[2.0, 0.0][0]:.2f} percent")
print(f"Grid density ratio magnet/heavy metal: {grid_share[5.0, 0.0][3]:.3f}")
print(f"Sheet resistance, heavy metal: {R_hm:.0f} ohm per square")
print(f"Sheet resistance, magnet: {R_fm:.0f} ohm per square")
print(f"Sheet resistance, bilayer: {R_sheet:.1f} ohm per square")
print(f"Wire resistance: {R_wire:.1f} ohm")
print(f"Voltage: {voltage:.3f} V")
print(f"Power: {power*1e6:.1f} microwatt")
print(f"Current in heavy metal: {I_hm:.3f} mA")
print(f"Current in magnet: {I_fm:.3f} mA")
print(f"Current density in heavy metal: {J_hm:.1f} MA/cm2")
print(f"Current density in magnet: {J_fm:.1f} MA/cm2")
print(f"Density if heavy metal took all: {J_naive:.1f} MA/cm2")
print(f"Overstatement factor: {J_naive/J_hm:.2f}")
print(f"Assumed interface resistance: {r_int_SI*1e15:.1f} fohm m2")
print(f"Settling to 1 point, no interface resistance: {settle0:.2f} nm")
print(f"Settling to 1 point, with it: {settle1:.2f} nm")
print(f"Assumed electron density: {density:.1e} per m3")
print(f"Mean free path, heavy metal: {rho_mfp/rho_hm:.2f} nm")
print(f"Mean free path, magnet: {rho_mfp/rho_fm:.2f} nm")
print(f"Share, Boltzmann, transparent interface: {100*f_free:.1f} percent")
print(f"Share, Boltzmann, diffuse interface: {100*f_diffuse:.1f} percent")
print(f"Share, heavy-metal resistivity +20 percent: {100*f_low:.1f} percent")
print(f"Share, heavy-metal resistivity -20 percent: {100*f_high:.1f} percent")
print(f"Assumed silica: {oxide_nm:.0f} nm, {oxide_k:.1f} W/(m K)")
print(f"Steady temperature rise, no spreading: {rise:.0f} K")
print(f"Assumed coefficient difference: {tcr_difference:.1e} per K")
print(f"Share change from heating: {100*(f_hot-f):.2f} points")
print(f"Share change, 1 percent magnetoresistance: {100*(f_mr-f):.2f} points")
print("ALL CHECKS PASSED")
```

Printed output:

```
Heavy metal: 5 nm, 200 microohm cm
Magnet: 1 nm, 100 microohm cm
Wire: width 200 nm, length 400 nm
Total current: 0.50 mA
t/rho, heavy metal: 0.025 nm/(microohm cm)
t/rho, magnet: 0.010 nm/(microohm cm)
Share of heavy metal, formula: 71.43 percent
Share of heavy metal, grid: 71.43 percent
Share of magnet: 28.57 percent
Thickness share of heavy metal: 83.3 percent
Grid share at 1 nm heavy metal: 33.33 percent
Break-even heavy-metal thickness: 2.0 nm
Grid share at 2 nm heavy metal: 50.00 percent
Grid density ratio magnet/heavy metal: 2.000
Sheet resistance, heavy metal: 400 ohm per square
Sheet resistance, magnet: 1000 ohm per square
Sheet resistance, bilayer: 285.7 ohm per square
Wire resistance: 571.4 ohm
Voltage: 0.286 V
Power: 142.9 microwatt
Current in heavy metal: 0.357 mA
Current in magnet: 0.143 mA
Current density in heavy metal: 35.7 MA/cm2
Current density in magnet: 71.4 MA/cm2
Density if heavy metal took all: 50.0 MA/cm2
Overstatement factor: 1.40
Assumed interface resistance: 1.0 fohm m2
Settling to 1 point, no interface resistance: 6.00 nm
Settling to 1 point, with it: 6.50 nm
Assumed electron density: 5.0e+28 per m3
Mean free path, heavy metal: 0.47 nm
Mean free path, magnet: 0.94 nm
Share, Boltzmann, transparent interface: 76.3 percent
Share, Boltzmann, diffuse interface: 77.5 percent
Share, heavy-metal resistivity +20 percent: 67.6 percent
Share, heavy-metal resistivity -20 percent: 75.8 percent
Assumed silica: 100 nm, 1.4 W/(m K)
Steady temperature rise, no spreading: 128 K
Assumed coefficient difference: 5.0e-04 per K
Share change from heating: 1.24 points
Share change, 1 percent magnetoresistance: 0.20 points
ALL CHECKS PASSED
```
